# Does a square-root-field lifetime fit prove copper caused the breakdown?

**Q.** I have breakdown times for a porous low-k dielectric between copper lines. At fixed temperature, $\ln t$ falls along a straight line when plotted against $\sqrt E$. Models of copper-driven breakdown predict that law, so I conclude that copper is killing the dielectric.

**A.** Your inference needs more than "copper gives $\sqrt E$". It needs "without copper there is no $\sqrt E$". Which step in your copper model produces the square root?

**Q.** Electrons cross the dielectric and release copper ions at the anode. The electron current depends on $\sqrt E$ through barrier lowering. Failure comes when enough copper has entered.

**A.** Then the square root comes from the electrons. Let us keep them and remove the copper. Suppose the electrons damage the dielectric's own bonds. Let $D$ measure the damage, with failure at $D=D_c$, and let $J$ be the magnitude of the electron current density, constant in time. If damage advances only as charge passes,

$$\frac{dD}{dt}=J\,g(D),$$

where the positive function $g$ contains no field. Separating variables and integrating from the undamaged state to failure gives

$$\int_0^{D_c}\frac{dD}{g(D)}=J\int_0^{t}dt'=Jt .$$

The left side is a fixed charge per area, the critical fluence $Q_c$. Hence

$$t=\frac{Q_c}{J(E,T)},\qquad \ln t=\ln Q_c-\ln J .$$

At fixed temperature the lifetime inherits its whole field dependence from the current, however nonlinear $g$ is.

**Q.** So you need a current with $\ln J\propto\sqrt E$. Where does that come from without copper?

**A.** From the electron's Coulomb attraction to something positive. Take first an electron at distance $x$ from a metal cathode. Its image charge lies $2x$ away, so the attractive force is $q^2/[4\pi\epsilon(2x)^2]$, with $q>0$ the elementary charge and $\epsilon=\epsilon_0\epsilon_r$. Integrating the force from infinity gives the potential energy $-q^2/(16\pi\epsilon x)$. The applied field adds $-qEx$, with $E>0$ its magnitude. Therefore

$$V(x)=-qEx-\frac{K}{x},\qquad K=\frac{q^2}{16\pi\epsilon}.$$

At the top of the barrier the slope vanishes:

$$-qE+\frac{K}{x_m^2}=0\quad\Rightarrow\quad x_m=\sqrt{\frac{K}{qE}} .$$

The two terms of $V$ are equal there, each being $-\sqrt{KqE}$, so

$$V(x_m)=-2\sqrt{KqE}=-\beta_S\sqrt E,\qquad \beta_S=\sqrt{\frac{q^3}{4\pi\epsilon}} .$$

The barrier falls from $\phi_S$ to $\phi_S-\beta_S\sqrt E$. An electron that escapes without scattering is fast, so I use the optical permittivity. I keep it for the bulk case below as well, and return to that choice at the end.

**Q.** A lower barrier is not yet a current.

**A.** Count the electrons that pass over it. In the metal, let $\mu$ be the Fermi energy above the band bottom and $m$ the electron mass. For energies well above $\mu$, the occupation is $\exp[(\mu-p^2/2m)/kT]$. With two spin states per phase-space volume $h^3$, and assuming that every electron with enough forward energy crosses,

$$J=\frac{2q}{h^3}\int\frac{p_x}{m}\,dp_x\iint dp_y\,dp_z\;e^{(\mu-p^2/2m)/kT}.$$

The two transverse Gaussian integrals give $2\pi mkT$. For the forward one, put $u=p_x^2/2m$, so that $du=p_x\,dp_x/m$. The lower limit is $\mu+\phi_S-\beta_S\sqrt E$, and

$$\int_{\mu+\phi_S-\beta_S\sqrt E}^{\infty}e^{(\mu-u)/kT}du=kT\,e^{-(\phi_S-\beta_S\sqrt E)/kT}.$$

Multiplying the factors gives the Schottky law

$$J=AT^2e^{-(\phi_S-\beta_S\sqrt E)/kT},\qquad A=\frac{4\pi qmk^2}{h^3}.$$

Insert it in $t=Q_c/J$:

$$\ln t=\ln\frac{Q_c}{AT^2}+\frac{\phi_S}{kT}-\frac{\beta_S}{kT}\sqrt E .$$

Within this model that is a straight line in $\sqrt E$, and no quantity in it refers to copper.

**Q.** My leakage looks like Poole-Frenkel conduction through the bulk. Does the argument survive?

**A.** Its leading term does. Now the electron leaves a fixed donor-like trap, which is positive when empty. The attraction is $-q^2/(4\pi\epsilon x)$, so $K$ is four times larger. Since the lowering varies as $\sqrt K$, $\beta_{PF}=2\beta_S$.

We also need the free-electron density $n$. Let there be $N_d$ donor traps and $N_a$ acceptors that have each taken one electron. Neutrality requires $n+N_a$ empty, positive donors, which leaves $N_d-N_a-n$ filled ones. With $N_c$ the effective density of band states and the degeneracy factor set to one, the balance between capture and escape reads

$$\frac{n(n+N_a)}{N_d-N_a-n}=N_c\,e^{-(\phi_t-\beta_{PF}\sqrt E)/kT}.$$

If $n$ is much smaller than both $N_a$ and $N_d-N_a$, it can be dropped beside them:

$$n=N_c\frac{N_d-N_a}{N_a}\,e^{-(\phi_t-\beta_{PF}\sqrt E)/kT}.$$

For a field-independent mobility $\mu_e$, the drift current $J=q\mu_e nE$ becomes

$$J=\sigma_0E\,e^{-(\phi_t-\beta_{PF}\sqrt E)/kT},\qquad \sigma_0=q\mu_eN_c\frac{N_d-N_a}{N_a}.$$

The lifetime therefore contains $-\ln E$ as well. Writing $s=\sqrt E$, so that $\ln E=2\ln s$,

$$\frac{d\ln t}{d\sqrt E}=-\frac{\beta_{PF}}{kT}-\frac{2}{\sqrt E}.$$

The second term is a correction as long as $\beta_{PF}\sqrt E/kT\gg2$.

**Q.** The factor of two should at least tell me which electron mechanism I have.

**A.** Not by itself. Without acceptors, $N_a=0$, and for $n\ll N_d$ the balance becomes $n^2\simeq N_cN_d\,e^{-(\phi_t-\beta_{PF}\sqrt E)/kT}$. The square root halves the exponent, and $\beta_{PF}/2=\beta_S$. Uncompensated Poole-Frenkel conduction then has the Schottky exponential slope, apart from its prefactor.

**Q.** Show me numbers. A correction that is small on paper may be visible in a fit.

**A.** Take 473 K, $kT=0.04076$ eV, optical permittivity 2.2, $\phi_S=1.6$ eV, $\phi_t=1.3$ eV and $Q_c=0.01$ C/cm². For the compensated bulk case take $N_c=10^{20}$, $N_d=10^{19}$ and $N_a=5\times10^{18}$ cm⁻³, with mobility $10^{-7}$ cm²/Vs. These give $\sigma_0=1.602\times10^{-6}$ S/cm. There is a catch: at these densities the nearest charged centre is typically 2.6 nm away, as far as the top of the Poole-Frenkel barrier at 1 MV/cm, so the traps are not isolated as the formula assumes. But $\sigma_0$ contains only the ratio $(N_d-N_a)/N_a$. Read the numbers below as those of a film with both densities a hundred times lower, where the nearest charged centre is typically 12 nm away, well beyond the barrier top, and, up to about 2.2 MV/cm, $n$ is still much smaller than $N_a$ and the current lies within 1% of the formula. At higher fields $n$ catches up with $N_a$ in such a film: the current falls 13% below the formula at 3 MV/cm and is only about a quarter of it at 4 MV/cm.

At 2 MV/cm the lowerings are 0.3618 eV for Schottky emission and 0.7236 eV for Poole-Frenkel. With $A=120.17$ A/(cm² K²),

$$J_S=120.17\times473^2\,e^{-(1.6-0.3618)/0.04076}\simeq1.72\times10^{-6}\ \mathrm{A/cm^2},$$

$$J_{PF}=(1.602\times10^{-6})(2\times10^6)\,e^{-(1.3-0.7236)/0.04076}\simeq2.31\times10^{-6}\ \mathrm{A/cm^2}.$$

Dividing 0.01 C/cm² by these currents gives about 5800 s and 4300 s, or 1.6 h and 1.2 h. The two values belong to different films: the Schottky one requires electrons to reach the barrier top without scattering, which the low mobility of the bulk example would not allow. The bulk value, in turn, requires a cathode that can supply the current. If electrons enter by drift and diffusion over the contact barrier, that barrier must lie below about 0.9 eV.

I quote slopes as $-d\ln t/d\sqrt E$ in (cm/MV)$^{1/2}$. The leading values are $\beta_S/kT=6.28$ and $\beta_{PF}/kT=12.55$. At 1.5 MV/cm the Poole-Frenkel prefactor adds $2/\sqrt{1.5}=1.63$, so the local slope is 14.19.

Now fit six noise-free Poole-Frenkel lifetimes between 1 and 2 MV/cm to a line in $\sqrt E$. The slope is 14.22, $R^2=0.99996$, and the rms residual in $\ln t$ is 0.012, about 1% in lifetime. This would pass as an excellent "copper" plot, yet the model contains no copper.

**Q.** Does the prefactor matter anywhere, then?

**A.** In the simple Poole-Frenkel formula, it matters in extrapolation. At 0.5 MV/cm the fitted line gives 3.1 years and the model 3.9 years, so the fit is 20% short relative to the model. The sign follows from the algebra: $-\ln E=-2\ln s$ has second derivative $+2/s^2$ and curves upward, so outside the window it rises above a line fitted inside.

The window also has limited power to choose a field law. A fit of the same data to $\ln t$ linear in $E$ has $R^2=0.997$ and an rms residual of 0.113, roughly 12% in lifetime. Lifetime scatter of that size could hide the difference in a small data set.

**Q.** You have shown that copper is unnecessary. My copper model still gives the same line, so why is the line no evidence for it?

**A.** Because both models predict it. Put copper back, with a released fraction $C$, and let copper accelerate the damage. If both rates are proportional to $J$,

$$\frac{dD}{dt}=J\,G(D,C),\qquad \frac{dC}{dt}=J\,H(C).$$

Use the fluence $F=Jt$ as the variable. Since $d/dt=J\,d/dF$, the current cancels:

$$\frac{dD}{dF}=G(D,C),\qquad \frac{dC}{dF}=H(C).$$

Failure again occurs at a fixed fluence, a smaller one. As long as copper does not change $J$ itself, for instance through the charge of its ions, it shifts the line down and leaves its slope alone.

For an example, let $G=(1+3D^2)(1+4C)/Q_1$ and $H=(1-C)/Q_1$, start from $D=C=0$, and let failure be $D=1$. The constant $Q_1$ is set so that the case with $C=0$ throughout has $Q_c=0.01$ C/cm². Integrating in time with the Poole-Frenkel currents, copper multiplies the lifetime by 0.606 at 1 MV/cm and by 0.606 at 2 MV/cm. Copper takes away 39% of the life here, and the field slope does not register it.

**Q.** Must copper always be invisible in the slope?

**A.** No. Suppose copper enters on its own thermal clock, $dC/dt=k_C(1-C)$ with $k_C=10^{-5}$ s⁻¹, while the damage law stays the same. The lifetime ratios become 0.250 at 1 MV/cm and 0.927 at 2 MV/cm. The slow test at low field gives copper more time to enter. Between these end points the copper-free slope is

$$\frac{\ln(1.566\times10^6/4.321\times10^3)}{\sqrt2-1}=14.2,$$

and copper changes it by $\ln(0.250/0.927)/(\sqrt2-1)=-3.2$, to about 11.1. This copper mechanism departs from the fixed-fluence law.

There is also a direct ionic route to $\sqrt E$. An ion of charge $zq$ leaving a metal feels a force $zqE$ and an image attraction with $z^2K$ in place of $K$. Its lowering is

$$2\sqrt{(zqE)(z^2K)}=z^{3/2}\beta_S\sqrt E .$$

A slow ion calls for the static permittivity, here 2.5. If failure needs a fixed dose of such ions, and the rate at which they attempt the barrier does not depend on field, the slope is 5.89 for $z=1$, close to the electronic Schottky value of 6.28. For an ion that diffuses over the barrier, the prefactor also depends on field, and the slope fitted between 1 and 2 MV/cm becomes 7.2. So a line in $\sqrt E$ does not exclude copper either.

**Q.** Is fixed fluence itself safe? A fast electron should do more damage than a slow one.

**A.** That is the weakest assumption. Suppose the damage per electron is proportional to $\exp[-W/(qE\lambda)]$, where $W$ is a threshold energy and $\lambda$ a free path. Then $\ln t$ gains $W/(q\lambda E)$. With $W=2$ eV and $\lambda=1$ nm, this is 20 MV/cm divided by $E$. The fitted Poole-Frenkel slope rises from 14.2 to 38.1, while $R^2$ is still 0.990. A high $R^2$ therefore does not establish fixed fluence. A direct test is to measure $\int J\,dt$ up to failure at several fields and see whether it stays constant.

**Q.** And the current formulas? These barriers are thin.

**A.** At 2 MV/cm the Schottky maximum lies 0.9 nm from the metal, so both tunnelling and the use of a continuum permittivity deserve suspicion. I estimated tunnelling from the WKB transmission through each barrier, using the free-electron mass. Between 1 and 2 MV/cm it multiplies the Schottky current by 1.33 to 2.41 and raises the fitted slope from 6.28 to 7.70, or 23%. For Poole-Frenkel escape the factors are 1.16 to 1.56, and the slope rises from 14.2 to 14.9. These numbers are rough. A lighter electron tunnels more: with half the free mass, a value often quoted for silica, the Schottky factors become 1.8 to 6.8 with slope 9.5, and the Poole-Frenkel factors 1.35 to 2.6 with slope 15.8. WKB also leaves out reflection from the steep image potential next to the metal. Solving the wave equation with the free mass, and with that potential cut off at a band bottom 7 eV below the Fermi level, gives Schottky factors of only 1.2 to 1.3 and a slope of 6.4, values that depend on the cut-off.

With the free-electron mass, the corrected Poole-Frenkel data are even straighter: $R^2$ rounds to 1.000000. The curvature from tunnelling nearly cancels that from the prefactor: in a quadratic fit of $\ln t$ against $\sqrt E$ over this window, the prefactor contributes $+0.70$ to the squared term and tunnelling $-0.67$, with $E$ in MV/cm. The cancellation is an accident of that mass: with half the free mass tunnelling contributes $-1.70$, and $R^2$ is 0.99994. Either way, straightness does not certify the simple formula. At 4 MV/cm the WKB factors reach 28 and 3.9 with the free mass, and about 3000 and 11 with half of it, so the bare Schottky law is no longer a usable current there.

Scattering matters too. With the mobility and $N_c$ of the bulk example, and the static permittivity that so slow an electron calls for, drift and diffusion over the Schottky barrier would give a current about $5\times10^7$ times smaller at 2 MV/cm, and a fitted slope of 7.2 instead of 6.28. The Schottky numbers above therefore apply only where electrons cross the first nanometre almost freely.

The one-dimensional trap is another simplification. Averaging the escape over directions, with no lowering in the backward hemisphere, changes the fitted Poole-Frenkel slope from 14.2 to 13.4. If the electron instead diffuses out of the trap's attraction, as so low a mobility suggests, Onsager's theory of escape gives 13.0. Such an electron takes a few tenths of a microsecond to reach the barrier top, far longer than a lattice vibration, so the static permittivity suits it better. That lowers the Onsager slope to 12.2 and the slope of the simple Poole-Frenkel formula from 14.2 to 13.4, and it makes the lifetimes from that formula two to three times longer.

**Q.** How close is all this to my real interconnect?

**A.** The static permittivity is in the range of porous organosilicate films. The optical one is somewhat high, since dense silica has about 2.1 and pores lower it; a value of 1.9 would raise the leading Poole-Frenkel slope from 12.6 to 13.5. The temperature is on the hot side for a stress test, and many tests use fields above my window, where tunnelling matters more. The trap densities, mobility and critical fluence are round choices, not properties of your film; the lifetime scales directly with $Q_c$. Real lines also break the assumption of a uniform, constant field. With everything else fixed, a local field of 2.2 instead of 2 MV/cm cuts the Poole-Frenkel lifetime to 38%. In the other direction, $10^{11}$ trapped electrons per cm² close to the cathode, treated as a uniform sheet, lower the injecting field by 0.072 MV/cm, which lengthens the Schottky lifetime at 2 MV/cm by 18% if that shift is present throughout. The numerical output lists these cases. The model's lifetimes are not predictions for your product.

**Q.** What measurement would make a case for copper?

**A.** Vary the copper supply and hold the electron side fixed. Compare structures with and without a copper source, with the same dielectric, geometry, temperature and field. Measure the current in both, because a different electrode can change the electron barrier and so the lifetime with no copper entering. Then compare the fluence to failure. If it is lower with the copper source, copper is a candidate, provided processing has not damaged the two dielectrics differently. Chemical evidence that copper entered before failure would strengthen the case.

**Q.** Then my present data are consistent with a field-lowered barrier somewhere in the process, and I cannot yet say what does the damage.

**A.** Yes, with one reservation: over a short field range, even the square root needs to be tested against other field laws. Between 1 and 2 MV/cm, a lifetime that is a simple power of $E$ gives $R^2=0.997$ when plotted against $\sqrt E$, whatever the exponent, and $E^{-8}$ gives a slope of 13.4, close to the Poole-Frenkel values.

## Values computed for the example and the checks

```
Temperature: 473 K; kT: 0.04076 eV
Permittivity: optical 2.2, static 2.5
Schottky barrier: 1.6 eV; PF trap: 1.3 eV
Critical fluence: 0.01 C/cm2
Band, donor density: 1.0e+20, 1.0e+19 cm^-3
Acceptor density: 5.0e+18 cm^-3
Mobility: 1.0e-07 cm2/(V s)
PF conductivity prefactor: 1.602e-06 S/cm
Richardson constant: 120.17 A/(cm2 K2)
beta Schottky: 0.2558 eV/(MV/cm)^0.5
beta PF: 0.5117 eV/(MV/cm)^0.5
All slopes below are -d ln(t)/d sqrt(E), in (cm/MV)^0.5
Leading slope: Schottky 6.277, PF 12.553
Uncompensated PF exponential slope: 6.274
PF local slope at 1.5 MV/cm: 14.186
Schottky at 2 MV/cm: top 0.905 nm, lowering 0.3618 eV
PF at 2 MV/cm: top 1.809 nm, lowering 0.7236 eV
Copper-free currents (A/cm2) and lifetimes (s):
E (MV/cm)  J_S        t_S        J_PF       t_PF
1.0        1.281e-07  7.806e+04  6.385e-09  1.566e+06
1.2        2.332e-07  4.288e+04  2.539e-08  3.938e+05
1.4        4.046e-07  2.472e+04  8.916e-08  1.122e+05
1.6        6.756e-07  1.480e+04  2.842e-07  3.519e+04
1.8        1.094e-06  9.144e+03  8.376e-07  1.194e+04
2.0        1.725e-06  5.798e+03  2.314e-06  4.321e+03
PF sqrt(E) fit: slope 14.223, R2 0.999964
PF sqrt(E) fit: rms error in ln(t) 0.0120
PF linear-E fit: slope 5.873 cm/MV
PF linear-E fit: R2 0.996848, rms 0.1128
Life at 0.5 MV/cm: fit 3.146, model 3.923 years
Fluence-copper life ratio, 1 and 2 MV/cm: 0.60580, 0.60580
Thermal copper clock: 1.0e-05 1/s
Clock-copper life ratio, 1 and 2 MV/cm: 0.2501, 0.9268
Copper ion +1 emission slope: 5.888
Copper ion +2 emission slope: 16.654
Neglected effects (tunnelling mass = free-electron mass):
Schottky tunnelling gain, 1 and 2 MV/cm: 1.333, 2.408
PF tunnelling gain, 1 and 2 MV/cm: 1.160, 1.555
Schottky + tunnelling: slope 7.698, R2 0.999485
PF + tunnelling: slope 14.929, R2 1.000000
Tunnelling gain at 4 MV/cm: Schottky 27.619, PF 3.871
PF with 3D escape: fitted slope 13.448
Yield test: threshold 2.0 eV, free path 1.0 nm
PF + field-dependent yield: slope 38.080, R2 0.990491
Trapped sheet: 1.0e+11 cm^-2; field shift 0.0724 MV/cm
Schottky life factor from that shift at 2 MV/cm: 1.176
PF life factor, local field 2.2 not 2 MV/cm: 0.382
```
